**Numerical tests of the finite-size correction for diffusion in a cubic periodic cell**

The result is \(D_\infty=D_{\rm PBC}+\xi kT/(6\pi\eta L)\) with \(\xi=2.837297\), where \(D_{\rm PBC}\) and \(D_\infty\) are the diffusion coefficients in the cell and in unbounded liquid, \(kT\) is the thermal energy, \(\eta\) the shear viscosity and \(L\) the cell edge. The program asserts that the Oseen flow satisfies the Stokes equations at a test point, and that diffusion and mobility obey the Einstein relation in a momentum-conserving Langevin model with unequal masses. It computes \(\xi\) from an Ewald sum, a real-space sum over neutral cubes and a splitting of the full Oseen tensor, and asserts that the three agree within stated tolerances. It also asserts the quadratic term of the regular potential and compares the mobility formula for a force spread over a spherical shell with an explicit reciprocal-space sum at three radii. A further assertion confirms that a 1:1:2 cell has direction-dependent mobility shifts. For 64 waters at 300 K, with round model inputs, the output gives a correction of 0.0569 Å²/ps, which is 22% of the corrected coefficient in the illustrative example. The same correction is computed through atomic and SI units, and the results are asserted to agree.

## Verification by program

```python
"""
Result under test: diffusion in a cubic periodic cell of edge L obeys
    D_PBC = D_inf - xi * kT / (6 pi eta L),   xi = 2.837297,
with eta the shear viscosity and kT the thermal energy.
xi/L is minus the limit of (psi - 1/r) at r = 0, where psi is the zero-mean
potential of a cubic lattice of unit charges in a uniform background.
The Oseen tensor is the velocity response of a Stokes fluid to a point force.
Geometry tests use L = 1; the worked example uses eV, angstrom and ps.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.special import erfc, sici


def integer_triples(limit):
    axis = np.arange(-limit, limit + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    triples = grid.reshape(3, -1).T
    return triples[np.any(triples != 0, axis=1)]


TRIPLES = integer_triples(10)


def xi_ewald(alpha):
    """Lattice constant from Ewald splitting of the scalar potential, L = 1."""
    distance = np.linalg.norm(TRIPLES, axis=1)
    k_squared = (2 * np.pi * distance) ** 2
    real_part = np.sum(erfc(alpha * distance) / distance)
    wave_part = 4 * np.pi * np.sum(np.exp(-k_squared / (4 * alpha**2)) / k_squared)
    return -(real_part + wave_part - 2 * alpha / np.sqrt(np.pi) - np.pi / alpha**2)


def xi_neutral_cubes(max_radius=16, order=14):
    """Same constant from a direct real-space sum over neutral cubes."""
    nodes, weights = np.polynomial.legendre.leggauss(order)
    x, y, z = np.meshgrid(nodes / 2, nodes / 2, nodes / 2, indexing="ij")
    w = np.einsum("i,j,k->ijk", weights, weights, weights) / 8
    outer = 0.0
    for a in range(1, max_radius + 1):
        for b in range(a + 1):
            for c in range(b + 1):
                r2 = a * a + b * b + c * c
                if r2 > max_radius**2:
                    continue
                copies = len(set(permutations((a, b, c))))
                copies *= 2 ** sum(n > 0 for n in (a, b, c))
                cube = np.sum(w / np.sqrt((x + a)**2 + (y + b)**2 + (z + c)**2))
                outer += copies * (1 / np.sqrt(r2) - cube)
    # The central cube is split into six pyramids with apex at the charge.
    u, wu = np.polynomial.legendre.leggauss(30)
    face = np.sum(np.outer(wu, wu) / np.sqrt(1 + u[:, None]**2 + u[None, :]**2))
    central = 0.75 * face
    # Mean potential of neutral cells follows from their second moment.
    second_moment = -3 * (1 / 12)
    mean_potential = -(2 * np.pi / 3) * second_moment
    return -(outer - central - mean_potential), central, outer, mean_potential


def regular_oseen(point, lengths, alpha):
    """8 pi eta (T_periodic - T_free) by splitting the full tensor."""
    point, lengths = np.array(point, float), np.array(lengths, float)
    identity = np.eye(3)

    def screened(vectors):
        r2 = np.sum(vectors**2, axis=1)
        r = np.sqrt(r2)
        gauss = np.exp(-alpha**2 * r2)
        factor = 2 * alpha * gauss / (np.sqrt(np.pi) * r2) + erfc(alpha * r) / r**3
        diagonal = np.sum(factor * r2 - 4 * alpha * gauss / np.sqrt(np.pi))
        return diagonal * identity + np.einsum("n,ni,nj->ij", factor, vectors, vectors)

    result = screened(point + TRIPLES * lengths)
    radius = np.linalg.norm(point)
    if radius == 0:
        result -= 4 * alpha / np.sqrt(np.pi) * identity
    else:
        free = (identity + np.outer(point, point) / radius**2) / radius
        result += screened(point[None, :]) - free
    k = 2 * np.pi * TRIPLES / lengths
    k2 = np.sum(k**2, axis=1)
    weight = 8 * np.pi * (1 + k2 / (4 * alpha**2)) * np.exp(-k2 / (4 * alpha**2)) / k2
    weight *= np.cos(k @ point) / np.prod(lengths)
    result += np.sum(weight) * identity
    result -= np.einsum("n,ni,nj->ij", weight / k2, k, k)
    return result


# The free Oseen flow satisfies the Stokes equations away from the force.
X = sp.symbols("x y z", real=True)
R = sp.sqrt(sum(q**2 for q in X))
force = (1, 2, -1)
force_dot_r = sum(f * q for f, q in zip(force, X))
flow = [(force[i] / R + X[i] * force_dot_r / R**3) / (8 * sp.pi) for i in range(3)]
pressure = force_dot_r / (4 * sp.pi * R**3)
place = dict(zip(X, (sp.Rational(3, 5), sp.Rational(-2, 3), sp.Rational(7, 6))))
divergence = sum(sp.diff(flow[i], X[i]) for i in range(3))
assert abs(float(divergence.subs(place).evalf(30))) < 1e-12
for i in range(3):
    balance = sum(sp.diff(flow[i], q, 2) for q in X) - sp.diff(pressure, X[i])
    assert abs(float(balance.subs(place).evalf(30))) < 1e-12

# Einstein relation at zero total momentum, in a linear Langevin model.
rng = np.random.default_rng(4)
masses = np.array([1.0, 2.0, 1.5, 3.0, 0.8, 2.4])
pair_friction = rng.uniform(0.5, 1.5, (6, 6))
pair_friction = (pair_friction + pair_friction.T) / 2
np.fill_diagonal(pair_friction, 0)
friction = np.diag(pair_friction.sum(axis=1)) - pair_friction
applied = -masses / masses.sum()
applied[0] += 1
drift = np.linalg.lstsq(friction, applied, rcond=None)[0]
drift -= masses @ drift / masses.sum()
mobility_toy = drift[0]
time_step, steps = 0.01, 4000
propagator = expm(-time_step * friction / masses[:, None])
correlation = np.diag(1 / masses) - 1 / masses.sum()
history = []
for _ in range(steps + 1):
    history.append(correlation[0, 0])
    correlation = propagator @ correlation
diffusion_toy = simpson(np.array(history), dx=time_step)
assert abs(diffusion_toy / mobility_toy - 1) < 1e-5

# The lattice constant by three roads.
alphas = (1.5, 2.0, 3.0)
xi_values = [xi_ewald(alpha) for alpha in alphas]
xi = xi_values[1]
assert np.ptp(xi_values) < 1e-10
assert abs(xi - 2.837297) < 1e-6
xi_cubes, central_cube, outer_cubes, mean_potential = xi_neutral_cubes()
assert abs(xi_cubes - xi) < 1e-5
cube_tensor = regular_oseen((0, 0, 0), (1, 1, 1), 2.0)
assert np.allclose(cube_tensor, -4 * xi / 3 * np.eye(3), atol=1e-9)
general_point = (0.13, 0.21, -0.08)
assert np.allclose(regular_oseen(general_point, (1, 1, 1), 1.5),
                   regular_oseen(general_point, (1, 1, 1), 3.0), atol=1e-9)

# Quadratic growth of the regular part: average over 14 directions,
# which is exact for angular polynomials through degree five.
radius_test = 0.1
mean_regular = 0.0
for n in integer_triples(1):
    nonzero = np.count_nonzero(n)
    if nonzero == 2:
        continue
    weight = 1 / 15 if nonzero == 1 else 3 / 40
    p = radius_test * n / np.linalg.norm(n)
    mean_regular += weight * np.trace(regular_oseen(p, (1, 1, 1), 2.0)) / 4
quadratic_coefficient = (mean_regular + xi) / radius_test**2
assert abs(quadratic_coefficient - 2 * np.pi / 3) < 1e-2

# Explicit reciprocal sum for a force spread over a spherical shell.
cut = 60
squares = np.arange(-cut, cut + 1)**2
n2 = (squares[:, None, None] + squares[None, :, None] + squares[None, None, :]).ravel()
multiplicity = np.bincount(n2)[1:cut**2 + 1]
k_shells = 2 * np.pi * np.sqrt(np.arange(1, cut**2 + 1))
k_cut = 2 * np.pi * np.sqrt(cut**2 + 0.5)
shell_rows = []
for a in (0.1, 0.2, 0.3):
    form = np.sin(k_shells * a) / (k_shells * a)
    explicit = 2 / 3 * np.sum(multiplicity * form**2 / k_shells**2)
    t = k_cut * a
    tail = (np.sin(t)**2 / t + np.pi / 2 - sici(2 * t)[0]) / a
    explicit += tail / (3 * np.pi**2)
    scaled = 6 * np.pi * a * explicit
    predicted = 1 - xi * a + 4 * np.pi / 3 * a**3
    assert abs(scaled - predicted) < 2e-4  # finite reciprocal cutoff
    shell_rows.append((a, scaled, predicted))

# A tetragonal cell has direction-dependent shifts.
tetragonal = 0.75 * regular_oseen((0, 0, 0), (1, 1, 2), 2.0)
assert np.allclose(tetragonal, 0.75 * regular_oseen((0, 0, 0), (1, 1, 2), 3.0), atol=1e-7)
assert abs(tetragonal[0, 0] - tetragonal[2, 2]) > 0.05

# Worked example in eV, angstrom and ps.
molecules, temperature = 64, 300.0
volume_per_molecule, viscosity, d_simulated = 30.0, 0.0055, 0.20
molecular_mass = 18.015
thermal_energy = const.k * temperature / const.e
edge = (molecules * volume_per_molecule)**(1 / 3)


def correction(cell_edge, eta):
    return xi * thermal_energy / (6 * np.pi * eta * cell_edge)


shift = correction(edge, viscosity)
d_infinite = d_simulated + shift
stokes_radius = thermal_energy / (6 * np.pi * viscosity * d_infinite)
next_term = 4 * np.pi / 3 * (stokes_radius / edge)**3
edge_five_percent = edge * shift / (0.05 * d_infinite)
molecules_five_percent = edge_five_percent**3 / volume_per_molecule
mass_unit = const.atomic_mass * (const.angstrom / const.pico)**2 / const.e
mass_density = molecular_mass * mass_unit / volume_per_molecule
shear_time = mass_density * edge**2 / (4 * np.pi**2 * viscosity)
displacement = np.sqrt(6 * d_infinite * shear_time)

# The same correction through atomic units and through SI units.
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
atomic_time = const.hbar / hartree
viscosity_si = viscosity * const.e * const.pico / const.angstrom**3
viscosity_au = viscosity_si * bohr**3 / const.hbar
shift_au = xi * (const.k * temperature / hartree) / (
    6 * np.pi * viscosity_au * edge * const.angstrom / bohr)
shift_si = xi * const.k * temperature / (6 * np.pi * viscosity_si * edge * const.angstrom)
assert abs(shift_au * bohr**2 / atomic_time / shift_si - 1) < 1e-8
assert abs(shift_si * const.pico / const.angstrom**2 / shift - 1) < 1e-10

print(f"Langevin model: D/kT from correlation = {diffusion_toy:.6f} (model units)")
print(f"Langevin model: mobility from drift = {mobility_toy:.6f} (model units)")
for alpha, value in zip(alphas, xi_values):
    print(f"xi from Ewald sum, alpha L = {alpha:.1f}: {value:.9f} (dimensionless)")
print(f"neutral cubes: central cube integral = {central_cube:.6f} (1/L)")
print(f"neutral cubes: sum over other cubes = {outer_cubes:.6f} (1/L)")
print(f"neutral cubes: mean potential = {mean_potential:.6f} (1/L)")
print(f"xi from neutral cubes = {xi_cubes:.6f} (dimensionless)")
print(f"xi from full Oseen tensor = {-0.75 * cube_tensor[0, 0]:.9f} (dimensionless)")
print(f"quadratic coefficient, computed = {quadratic_coefficient:.5f} (1/L^3)")
print(f"quadratic coefficient, 2 pi/3 = {2 * np.pi / 3:.5f} (1/L^3)")
for a, scaled, predicted in shell_rows:
    print(f"shell a/L = {a:.1f}: 6 pi eta a mu, sum = {scaled:.5f}, formula = {predicted:.5f}")
print(f"1:1:2 cell: 6 pi eta Lx * mobility shift along x = {tetragonal[0, 0]:.5f}")
print(f"1:1:2 cell: 6 pi eta Lx * mobility shift along z = {tetragonal[2, 2]:.5f}")
print(f"input: number of waters = {molecules}")
print(f"input: temperature = {temperature:.0f} K")
print(f"input: volume per molecule = {volume_per_molecule:.1f} angstrom^3")
print(f"input: viscosity = {viscosity:.4f} eV ps/angstrom^3")
print(f"input: illustrative simulated D = {d_simulated:.2f} angstrom^2/ps")
print(f"input: molecular mass = {molecular_mass:.3f} atomic mass units")
print(f"thermal energy kT = {thermal_energy:.6f} eV")
print(f"cell edge L = {edge:.4f} angstrom")
print(f"correction for 64 waters = {shift:.5f} angstrom^2/ps")
print(f"correction for 64 waters = {shift_au:.5e} atomic units of diffusion")
print(f"correction for 64 waters = {shift_si:.4e} m^2/s")
print(f"corrected D_inf = {d_infinite:.5f} angstrom^2/ps")
print(f"correction / D_inf = {100 * shift / d_infinite:.2f} percent")
print(f"correction / simulated D = {100 * shift / d_simulated:.2f} percent")
print(f"correction with doubled viscosity = {correction(edge, 2 * viscosity):.5f} angstrom^2/ps")
for count in (32, 128, 256, 512):
    other_edge = (count * volume_per_molecule)**(1 / 3)
    other_shift = correction(other_edge, viscosity)
    print(f"{count} waters: L = {other_edge:.3f} angstrom, correction = {other_shift:.5f} angstrom^2/ps")
print(f"Stokes radius (stick) = {stokes_radius:.4f} angstrom")
print(f"next term / D_inf = {100 * next_term:.3f} percent")
print(f"edge for 5 percent correction = {edge_five_percent:.2f} angstrom")
print(f"waters for 5 percent correction = {molecules_five_percent:.0f}")
print(f"slowest shear mode decay time = {shear_time:.4f} ps")
print(f"rms displacement estimate in that time = {displacement:.3f} angstrom")
print("finished without a failed check")
```

Output:

```
Langevin model: D/kT from correlation = 0.172529 (model units)
Langevin model: mobility from drift = 0.172529 (model units)
xi from Ewald sum, alpha L = 1.5: 2.837297479 (dimensionless)
xi from Ewald sum, alpha L = 2.0: 2.837297479 (dimensionless)
xi from Ewald sum, alpha L = 3.0: 2.837297479 (dimensionless)
neutral cubes: central cube integral = 2.380077 (1/L)
neutral cubes: sum over other cubes = 0.066378 (1/L)
neutral cubes: mean potential = 0.523599 (1/L)
xi from neutral cubes = 2.837298 (dimensionless)
xi from full Oseen tensor = 2.837297479 (dimensionless)
quadratic coefficient, computed = 2.09448 (1/L^3)
quadratic coefficient, 2 pi/3 = 2.09440 (1/L^3)
shell a/L = 0.1: 6 pi eta a mu, sum = 0.72046, formula = 0.72046
shell a/L = 0.2: 6 pi eta a mu, sum = 0.46605, formula = 0.46605
shell a/L = 0.3: 6 pi eta a mu, sum = 0.26191, formula = 0.26191
1:1:2 cell: 6 pi eta Lx * mobility shift along x = -1.24631
1:1:2 cell: 6 pi eta Lx * mobility shift along z = -2.92491
input: number of waters = 64
input: temperature = 300 K
input: volume per molecule = 30.0 angstrom^3
input: viscosity = 0.0055 eV ps/angstrom^3
input: illustrative simulated D = 0.20 angstrom^2/ps
input: molecular mass = 18.015 atomic mass units
thermal energy kT = 0.025852 eV
cell edge L = 12.4289 angstrom
correction for 64 waters = 0.05692 angstrom^2/ps
correction for 64 waters = 4.91716e-06 atomic units of diffusion
correction for 64 waters = 5.6925e-10 m^2/s
corrected D_inf = 0.25692 angstrom^2/ps
correction / D_inf = 22.16 percent
correction / simulated D = 28.46 percent
correction with doubled viscosity = 0.02846 angstrom^2/ps
32 waters: L = 9.865 angstrom, correction = 0.07172 angstrom^2/ps
128 waters: L = 15.659 angstrom, correction = 0.04518 angstrom^2/ps
256 waters: L = 19.730 angstrom, correction = 0.03586 angstrom^2/ps
512 waters: L = 24.858 angstrom, correction = 0.02846 angstrom^2/ps
Stokes radius (stick) = 0.9706 angstrom
next term / D_inf = 0.199 percent
edge for 5 percent correction = 55.08 angstrom
waters for 5 percent correction = 5569
slowest shear mode decay time = 0.0443 ps
rms displacement estimate in that time = 0.261 angstrom
finished without a failed check
```
